# Misfit splitting of the polarization instability in (111) ferroelectric films, part 2

A ferroelectric film with a cubic, centrosymmetric parent is held on a thick (111) substrate. The substrate imposes an equal in-plane misfit \(u\), positive in tension; the top face is traction-free and the short-circuited electrodes are at first ideal. The uniform polarization \(\mathbf P\) has cube-axis components \(P_i\), a component \(P_n\) along the normal \(\mathbf n=(1,1,1)/\sqrt3\), and an in-plane part \(\mathbf P_t\) of length \(P_t\). Units are SI. The stress-free energy density is

\[
G_0=aP^2+a_{11}\sum_iP_i^4+a_{12}\sum_{i<j}P_i^2P_j^2+G_6,
\]

with \(G_6\) of sixth order and \(a=(T-T_0)/(2\varepsilon_0C)\), where \(C\) is the Curie constant.

Strains are measured from the stress-free cubic lattice. The spontaneous strain is

\[
\epsilon_{11}=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\qquad
2\epsilon_{23}=Q_{44}P_2P_3,
\]

and permutations. Total strain \(\eta\), stress \(\sigma\) and compliances \(s_{ij}\) follow the same shear convention: \(2\eta_{23}=s_{44}\sigma_{23}\) without polarization.

With \(\parallel\) marking in-plane parts, \(S\) the in-plane compliance and \(\sigma_0\) the in-plane stress at \(\mathbf P=0\), the film energy is

\[
\widetilde F=G_0-\sigma_0\,\mathrm{tr}\,\epsilon_\parallel
+\tfrac12\epsilon_\parallel:S^{-1}:\epsilon_\parallel. \tag{1}
\]

\[
D=4s_{11}+8s_{12}+s_{44},\qquad \sigma_0=\frac{6u}{D}. \tag{2}
\]

Here \(\mathrm{tr}\,\epsilon_\parallel=\alpha_nP_n^2+\alpha_tP_t^2\), with

\[
\alpha_n=\frac23(Q_{11}+2Q_{12})-\frac{Q_{44}}3,\qquad
\alpha_t=\frac23(Q_{11}+2Q_{12})+\frac{Q_{44}}6. \tag{3}
\]

The quadratic energy is \(a_nP_n^2+a_tP_t^2\), a normal singlet and an in-plane doublet:

\[
a_n=a-\frac{u}{D}(4Q_{11}+8Q_{12}-2Q_{44}),
\]

\[
a_t=a-\frac{u}{D}(4Q_{11}+8Q_{12}+Q_{44}), \tag{4}
\]

\[
\boxed{\,a_n-a_t=\frac{3Q_{44}u}{D}\,}. \tag{5}
\]

Write \(\Delta=a_n-a_t\). The coefficients \(a_n\) and \(a_t\) vanish at \(T_n\) and \(T_t\).

The example has \(T_0=750\) K, \(C=1.5\times10^5\) K and \(|u|=0.004\). Its \(Q_{11},Q_{12},Q_{44}\) are \(0.089,-0.026,0.0675\) m\(^4\)/C\(^2\), and its \(s_{11},s_{12},s_{44}\) are \(8.0,-2.5,9.0\) in \(10^{-12}\) Pa\(^{-1}\). Under tension \(T_n=757\) K and \(T_t=859\) K; under compression they are 743 K and 641 K.

The quartic and sextic terms now help decide whether the transition is continuous and which direction the doublet takes.

### The strain that distinguishes in-plane directions

Let \(\mathbf e_1=(2,-1,-1)/\sqrt6\), the direction of the projected first cube axis, and \(\mathbf e_2=(0,1,-1)/\sqrt2\). The angle of \(\mathbf P_t\) from \(\mathbf e_1\) is \(\phi\). The cube axes are

\[
\mathbf c_i=\frac{\mathbf n}{\sqrt3}+\sqrt{\frac23}\,\mathbf m_i,
\]

where the unit vectors \(\mathbf m_i\) lie in the plane at \(\theta_i=0,\,2\pi/3,\,4\pi/3\). With \(c_i=\cos(\phi-\theta_i)\),

\[
P_i=\frac{P_n}{\sqrt3}+\sqrt{\frac23}P_tc_i .
\]

The traceless part of an in-plane tensor \(X\) is described by

\[
w(X)=\tfrac12(X_{11}-X_{22})+iX_{12},
\]

with components along \(\mathbf e_1,\mathbf e_2\). For a unit vector at angle \(\theta\), \(w(\mathbf m\mathbf m)=\frac12e^{2i\theta}\). The spontaneous strain can be written

\[
\epsilon=Q_{12}P^2\,1+R\sum_iP_i^2\mathbf c_i\mathbf c_i+\frac{Q_{44}}2\mathbf P\mathbf P,
\quad R=Q_{11}-Q_{12}-\frac{Q_{44}}2 .
\]

Its diagonal and shear components reproduce the definitions in the first half. Projection of \(\mathbf c_i\mathbf c_i\) on the plane supplies a factor \(2/3\), so

\[
w(\epsilon)=\frac R3\sum_iP_i^2e^{2i\theta_i}+\frac{Q_{44}}4P_t^2e^{2i\phi}.
\]

The square of \(P_i\) is \(P_n^2/3+(2\sqrt2/3)P_nP_tc_i+(2/3)P_t^2c_i^2\). Since \(\sum_ie^{ik\theta_i}\) is 3 when \(k\) is a multiple of three and zero otherwise,

\[
\sum_ie^{2i\theta_i}=0,\quad
\sum_ic_ie^{2i\theta_i}=\frac32e^{-i\phi},\quad
\sum_ic_i^2e^{2i\theta_i}=\frac34e^{2i\phi}.
\]

Therefore

\[
w(\epsilon)=AP_t^2e^{2i\phi}+BP_nP_te^{-i\phi}, \tag{6}
\]

\[
A=\frac R6+\frac{Q_{44}}4=\frac{Q_{11}-Q_{12}+Q_{44}}6,
\]

\[
B=\frac{\sqrt2R}{3}=\frac{\sqrt2}{6}(2Q_{11}-2Q_{12}-Q_{44}).
\]

A traceless in-plane stress with \(w(\sigma)=\tau e^{i\psi}\) is treated in the same way. Its components along the cube axes are \(\sigma_{ii}=\frac23\tau\cos(\psi-2\theta_i)\). With \(J=s_{11}-s_{12}-s_{44}/2\), the strain it produces has

\[
w(\eta)=\frac J3\sum_i\sigma_{ii}e^{2i\theta_i}+\frac{s_{44}}2\tau e^{i\psi}
=\left(\frac J3+\frac{s_{44}}2\right)\tau e^{i\psi}.
\]

The sum was evaluated with \(\sum_i\cos(\psi-2\theta_i)e^{2i\theta_i}=\frac32e^{i\psi}\). Hence \(w(\eta)=E\,w(\sigma)\), where

\[
E=\frac{s_{11}-s_{12}+s_{44}}3>0 .
\]

### The quartic energy

An isotropic in-plane strain with trace \(t\) requires the stress \((t/2)(6/D)=3t/D\) in each direction. Its energy is \(3t^2/(2D)\). For the traceless part, \(X:Y=2\,\mathrm{Re}[w(X)^*w(Y)]\), so its energy is \(|w|^2/E\). Equation (6) gives

\[
|w(\epsilon)|^2=A^2P_t^4+B^2P_n^2P_t^2+2ABP_nP_t^3\cos3\phi .
\]

The stress-free quartic terms also need projection. The sums of \(c_i,c_i^2,c_i^3,c_i^4\) are \(0,\,3/2,\,\frac34\cos3\phi,\,9/8\). Expanding \(P_i^4\) gives

\[
\sum_iP_i^4=\frac{P_n^4}{3}+2P_n^2P_t^2+\frac{2\sqrt2}{3}P_nP_t^3\cos3\phi+\frac{P_t^4}{2}.
\]

Because \(\sum_{i<j}P_i^2P_j^2=(P^4-\sum_iP_i^4)/2\), the stress-free part equals \(\frac12a_{12}P^4+(a_{11}-\frac12a_{12})\sum_iP_i^4\). Adding the elastic terms gives

\[
\widetilde F_4=\beta_nP_n^4+\beta_tP_t^4+\beta_{nt}P_n^2P_t^2+\gamma P_nP_t^3\cos3\phi, \tag{7}
\]

\[
\beta_n=\frac{a_{11}+a_{12}}3+\frac{3\alpha_n^2}{2D},
\]

\[
\beta_t=\frac{a_{11}}2+\frac{a_{12}}4+\frac{3\alpha_t^2}{2D}+\frac{A^2}{E},
\]

\[
\beta_{nt}=2a_{11}+\frac{3\alpha_n\alpha_t}{D}+\frac{B^2}{E},
\]

\[
\gamma=\frac{2\sqrt2}{3}\left(a_{11}-\frac{a_{12}}2\right)+\frac{2AB}{E}.
\]

Equations (4) and (7) were tested against direct minimization of the elastic energy in cube axes for twelve random materials, with misfits between −1 % and +1 %. The largest error in the matrix of second derivatives was \(4\times10^{-5}\) of \(2a\). For ten polarizations per material, the energy agreed to about \(10^{-15}\) of the sum of the absolute values of its terms.

In the example, \(a_{11}=-7.0\times10^7\) and \(a_{12}=7.5\times10^8\) J m\(^5\)/C\(^4\). The negative \(a_{11}\) makes the stress-free transition along a cube axis discontinuous, so \(T_0\) is a stability limit and not the stress-free transition temperature. In the film, \(\beta_n=2.27\times10^8\) and \(\beta_t=3.87\times10^8\) in the same unit. Both are positive, so either mode can grow continuously from zero. A distant lower minimum could still intervene. One kelvin above the first instability, for each sign of misfit, the energy was positive at all sampled polarizations: 3000 directions and 100 magnitudes from 1 to 150 μC/cm\(^2\). This supports a continuous first transition in the model, but sampling is not a proof.

### The doublet chooses a direction

Under tension in the example, the doublet condenses first and \(\Delta>0\). Near \(T_t\), the terms that determine the small normal component are \(\Delta P_n^2+\gamma P_nP_t^3\cos3\phi\). Setting their derivative to zero gives

\[
P_n=-\frac{\gamma P_t^3\cos3\phi}{2\Delta}. \tag{8}
\]

The polarization therefore does not stay strictly in the plane unless \(\gamma\cos3\phi=0\) at this order. With \(\gamma=-6.11\times10^7\) J m\(^5\)/C\(^4\), \(\Delta=3.86\times10^7\) J m/C\(^2\) and \(P_t=1\) μC/cm\(^2\) at \(\phi=0\), the induced component is \(7.9\times10^{-5}\) μC/cm\(^2\). It is small near threshold because it grows as the cube of \(P_t\).

Substituting (8) back lowers the energy by \(\gamma^2P_t^6\cos^2 3\phi/(4\Delta)\). The stress-free sextic terms contribute at the same order. They are

\[
G_6=a_{111}\sum_iP_i^6+a_{112}\sum_iP_i^4(P^2-P_i^2)+a_{123}P_1^2P_2^2P_3^2 .
\]

For \(P_n=0\), the pair sum \(\sum_{i<j}P_i^2P_j^2\) is \(P_t^4/4\), and the triple product is

\[
q=P_1^2P_2^2P_3^2=\left(\frac23\right)^3P_t^6\left(\frac{\cos3\phi}{4}\right)^2
=\frac{P_t^6\cos^2 3\phi}{54}.
\]

The product of the three cosines follows from \(\sum_ic_i^3=3c_1c_2c_3\), valid because \(\sum_ic_i=0\). The identities for three numbers \(P_i^2\) then give \(\sum_iP_i^6=P_t^6/4+3q\) and \(\sum_iP_i^4(P^2-P_i^2)=P_t^6/4-3q\). The leading anisotropy is thus \(K_6P_t^6\cos^2 3\phi\), with

\[
K_6=\frac{3a_{111}-3a_{112}+a_{123}}{54}-\frac{\gamma^2}{4\Delta}. \tag{9}
\]

For \(a_{111}=2.6\times10^8\), \(a_{112}=6.1\times10^8\) and \(a_{123}=-3.7\times10^9\), the two parts are \(-8.8\times10^7\) and \(-2.4\times10^7\), all in J m\(^9\)/C\(^6\). Their sum is \(K_6=-1.12\times10^8\), which favours \(\cos^2 3\phi=1\). Near threshold the polarization thus selects six in-plane directions, parallel or antiparallel to the projected cube axes. Direct minimization at \(P_t=1\) μC/cm\(^2\) reproduced (8) and (9) within the tested 2 %.

The degeneracy is consequently a property of the linear instability. After the doublet condenses along one of these directions, \(P_n\) is already nonzero, and the paraelectric value \(T_n\) does not mark a second transition. If the singlet condenses first, (7) leaves \(P_t=0\) stationary. The term \(\gamma P_nP_t^3\cos3\phi\) is then cubic in \(P_t\), so a later in-plane transition can be discontinuous and need not occur at \(T_t\).

The threshold order can also fail to predict the state far below it. At 300 K under tension, with the misfit held at 0.4 % and ideal electrodes, the lowest uniform state found has \(|P_n|=42.8\) and \(P_t=38.9\) μC/cm\(^2\), at 12° from the nearest cube axis. The normal component is the larger, although the in-plane modes became unstable first. This comparison depends on the electrodes and on the misfit. Incomplete screening, treated below, penalizes the normal component and can make the in-plane component the larger. So can the thermal drift treated below, which would raise the misfit to 0.625 % at 300 K. Far below the thresholds, the quartic and sextic terms help to determine the state, and the quadratic coefficients alone do not fix it.

### Effects that shift or split the thresholds

Suppose the misfit along \(\mathbf e_1\) exceeds that along \(\mathbf e_2\) by \(\delta\), with the average fixed. Its traceless part has \(w=\delta/2\). The cross term in the elastic energy becomes

\[
-\frac{2}{E}\,\mathrm{Re}\left[\frac\delta2w(\epsilon)\right]
=-\frac\delta E\left(AP_t^2\cos2\phi+BP_nP_t\cos\phi\right).
\]

The first term separates the in-plane coefficients by \(2A\delta/E\). For \(\delta=0.05\) %, this is 12 K in the example. The second mixes normal and in-plane polarization, and changes the thresholds at second order in \(\delta\) when \(\Delta\neq0\).

Imperfect electrodes have a larger effect. Represent each by a vacuum gap of effective screening length \(\lambda\), and let the film thickness be \(h\). Short circuit and continuity of displacement require

\[
hE_f+2\lambda E_s=0,\qquad \varepsilon_0E_s=\varepsilon_0E_f+P_n,
\]

where \(E_f\) and \(E_s\) are the fields in the film and gaps. Solving them gives \(E_f=-2\lambda P_n/[\varepsilon_0(h+2\lambda)]\). The field energy per film volume is

\[
\frac{\varepsilon_0}{2}\left(E_f^2+\frac{2\lambda}{h}E_s^2\right)
=\frac{\lambda P_n^2}{\varepsilon_0(h+2\lambda)}
\simeq\frac{\lambda P_n^2}{\varepsilon_0h}.
\]

This adds to \(a_n\) alone and lowers \(T_n\) by approximately \(2C\lambda/h\). For \(\lambda=0.01\) nm and \(h=15\) nm, the shift is −200 K. Under tension it leaves the doublet first. Under compression it lowers \(T_n\) from 743 K to 544 K, below \(T_t=641\) K, and reverses the order for uniform polarization. Equation (5) alone therefore cannot be used to select uniform normal polarization in a thin film: among uniform modes, the normal one comes first only if \(3Q_{44}|u|/D\) exceeds \(\lambda/(\varepsilon_0h)\), when \(Q_{44}>0\) and \(u<0\). This condition does not bind modes whose sign alternates along the plane, which avoid most of the depolarizing energy at the price of gradient energy. With the gradient coefficient used below, taken as isotropic, such a mode, mostly normal, becomes unstable in the compressed example near 700 K, above \(T_t\).

If in-plane polarization is forced to vanish at both faces, its lowest profile is \(\sin(\pi z/h)\). A gradient energy \(\frac g2|\partial_zP_t|^2\) then adds \(g\pi^2/(2h^2)\) to \(a_t\). With \(g=10^{-10}\) J m\(^3\)/C\(^2\), this lowers \(T_t\) by 6 K. If the film expands thermally more than the substrate by \(5\times10^{-6}\) K\(^{-1}\), and \(u=0.4\) % is specified at \(T_0\), the misfit falls on heating and \(T_t\) drops by 13 K.

Coherence is a separate condition. Balancing the misfit force on an edge dislocation against its line tension gives the isotropic estimate

\[
h_c=\frac{b[\ln(h_c/b)+1]}{8\pi(1+\nu)|u|}.
\]

The in-plane Poisson ratio follows from \(D/6\) and \(E\), which are the sum and difference of the in-plane normal compliances: \(\nu=(E-D/6)/(E+D/6)=0.30\). For a Burgers length \(b=0.55\) nm, \(h_c\) is about 19 nm. At \(|u|=0.4\) % the 15 nm example lies below this rough limit, but not by a wide margin. The thermal drift above would raise the tensile misfit to 0.625 % at 300 K, where the same formula gives about 11 nm; the spontaneous strain, which also changes the stress there, is not included in this estimate.

### Relation to a real film

The coefficients are rough values in the regime of lead titanate, not a fit to a particular film. The calculated thresholds lie far above room temperature, where electrical leakage, absent here, may hinder a measurement. For uniform polarization, incomplete electrode screening is the largest of the effects sized above: it moves the threshold of the uniform normal mode by 200 K for the assumed screening length. Real films can form domains, which reduce the depolarizing energy and let normal polarization appear well above that threshold, so the reversal of order found for uniform polarization under compression need not occur. Developed domain states, fluctuations and nonlinear electrostriction have not been sized. The temperatures are therefore mean-field results for a uniform coherent film, not predictions of measured transition temperatures. The numerical output gives the remaining inputs and intermediate values.

## Table of computed values

```
Random materials: largest Hessian error / (2a) = 4.0e-05
Random materials: largest relative quartic error = 1.3e-15
Inputs: T0 = 750 K, C = 1.50e+05 K, thickness = 15 nm
Misfit magnitude = 0.40 %
s11, s12, s44 = 8.0, -2.5, 9.0 1e-12/Pa
Q11, Q12, Q44 = 0.0890, -0.0260, 0.0675 m^4/C^2
a11, a12 = -7.00e+07, 7.50e+08 J m^5/C^4
a111, a112, a123 = 2.60e+08, 6.10e+08, -3.70e+09 J m^9/C^6
D = 21.00, E = 6.50 1e-12/Pa
Tensile in-plane stress at P=0 = 1.143 GPa
a_n-a at +misfit = -2.476e+06 J m/C^2
a_t-a at +misfit = -4.105e+07 J m/C^2
a_n-a_t at +misfit = 3.857e+07 J m/C^2
Tension: T_n = 756.6 K, T_t = 859.0 K, T_t-T_n = 102.5 K
Compression: T_n = 743.4 K, T_t = 641.0 K
A = 0.03042, B = 0.03830 m^4/C^2
beta_n, beta_t = 2.270e+08, 3.870e+08 J m^5/C^4
beta_nt, gamma = 9.681e+07, -6.109e+07 J m^5/C^4
At T_t, imposed Pt = 1.00 uC/cm2, phi = 0:
  induced Pn: numerical 7.9104e-05, formula 7.9186e-05 uC/cm2
K6: numerical -1.121e+08, formula -1.121e+08 J m^9/C^6
50 K above T_t: normal susceptibility = 984, in-plane = 3000
300 K, +misfit, ideal electrodes: |Pn| = 42.8, Pt = 38.9 uC/cm2
300 K: angle of P from nearest cube axis = 12.4 deg
(110) film, +misfit: gaps between three instabilities = 25.7, 111.6 K
Unequal misfit difference 0.050 %: doublet gap = 12.4 K
Electrode screening length 0.010 nm each: T_n shift = -199.7 K
With screening: T_n = 556.8 K (tension), 543.7 K (compression)
Gradient coefficient 1.0e-10 J m^3/C^2, P=0 at faces: T_t shift = -5.8 K
Film-substrate expansion difference 5.0e-06 /K: T_t shift = -13.1 K
Burgers length 0.55 nm, in-plane Poisson ratio 0.30
Rough dislocation critical thickness = 19.1 nm
Q44 raised 10 %, tension: T_n = 749.7 K, T_t = 862.4 K
```
